# How adhesion truncates a supported crystal without changing its exposed facet ratios

A model ruthenium island of 150 nm³ rests on its basal plane. When the adhesion energy rises from 0 to 3 J/m², its equilibrium height falls from 5.63 to 3.23 nm. Yet the top facet moves away from the Wulff centre, from 2.82 to 3.82 nm, and the side facets move from 3.14 to 4.26 nm. The ratio of these two distances stays at 0.897. The interface plane alone breaks the common proportion: its distance goes from +2.82 to −0.59 nm, so it has passed through the centre.

Three contributions have to be separated: the energy of the exposed faces, the energy of the contact, and the condition of fixed volume.

## The contact changes one face energy

Let $\gamma_i$ be the energy per area of exposed facet $i$, $\gamma_A$ that of the free facet that will form the contact, $\gamma_S$ that of bare substrate and $\gamma_I$ that of the interface. The adhesion energy is the work per area needed to separate crystal and substrate,

$$\beta=\gamma_A+\gamma_S-\gamma_I .$$

An island with contact area $A_{\rm int}$ replaces that much bare substrate by interface. Relative to the bare substrate, its energy is

$$F=\sum_i\gamma_iA_i+(\gamma_I-\gamma_S)A_{\rm int}
=\sum_i\gamma_iA_i+gA_{\rm int},\qquad g=\gamma_A-\beta .$$

Adhesion therefore enters through the single number $g$, which may be negative. The substrate is rigid and flat, the contact orientation is fixed and is a facet of the free crystal, islands are convex, and the energies do not depend on size. Strain, line tension and the energies of edges between exposed facets are left out at first.

## The minimum-energy shape

Take $z$ upwards from the substrate side. Define the body $W$ as all points $\mathbf x$ with $\mathbf x\cdot\mathbf n\le\gamma(\mathbf n)$ for every exposed orientation $\mathbf n$, and $-z\le g$ for the contact. This is the free Wulff body cut by one plane. Lengths in $W$ are measured in J/m²; a scale $\lambda$ converts them to nm.

To show that $\lambda W$ has the least energy, compare it with any convex polyhedral island $K$. Write $V_K,V_W$ for the volumes, $a_K,a_W$ for the areas of slices at fixed $x_1$, and $L_K,L_W$ for the lengths of chords at fixed $x_1,x_2$. Map $K$ onto $W$ by matching volume fractions along $x_1$, then area fractions within each slice along $x_2$, then length fractions along $x_3$. The map $\mathbf T$ has a triangular derivative matrix, because $T_1$ depends on $x_1$ and $T_2$ on $x_1,x_2$. Its diagonal entries are positive:

$$\frac{a_K/V_K}{a_W/V_W},\qquad \frac{L_K/a_K}{L_W/a_W},\qquad \frac{L_W}{L_K}.$$

Their product is $V_W/V_K$. Their sum is $\nabla\cdot\mathbf T$, and the arithmetic mean of positive numbers is at least their geometric mean, so $\nabla\cdot\mathbf T\ge3(V_W/V_K)^{1/3}$.

Since $\mathbf T$ lies in $W$, $\mathbf T\cdot\mathbf n\le\gamma(\mathbf n)$ on exposed faces and $\mathbf T\cdot\mathbf n\le g$ on the contact. Hence

$$F(K)\ge\oint_{\partial K}\mathbf T\cdot\mathbf n\,dA=\int_K\nabla\cdot\mathbf T\,dV\ge3V_K^{2/3}V_W^{1/3}.$$

(If derivatives are singular at the edges, apply this to slightly shrunken copies of $K$, which have the same normals, and let them grow to $K$.) The sign of $g$ was not used.

For $K=\lambda W$, face $j$ lies at signed distance $h_j=\lambda\gamma_j$, where $\gamma_{\rm int}$ means $g$. The divergence theorem for the field $\mathbf x$ gives

$$V=\tfrac13\sum_jh_jA_j=\tfrac{\lambda}{3}F,\qquad F=\frac{3V}{\lambda}.$$

With $V=\lambda^3V_W$, the bound is $3\lambda^2V_W=3V/\lambda$, the same value. The bound is reached, and the equilibrium distances are

$$d_i=\lambda\gamma_i,\qquad d_{\rm int}=\lambda(\gamma_A-\beta).$$

No other convex polyhedron does as well. Equality of the two means requires equal diagonal entries, so $T_1=cx_1+\text{const}$ with $c=(V_W/V_K)^{1/3}$. Put both centroids at the origin; matching of volume fractions then makes the constant zero, and the extents of $K$ and $W$ along axis 1 differ by the factor $c$. Any direction may serve as axis 1, so all extents agree after scaling, and $K$ is $\lambda W$ up to translation.

## What the contact does to neighbouring facets

A facet that meets the substrate does feel adhesion, because displacing it changes the contact area. Why does its distance ratio survive?

Moving face $i$ outward by $dh_i$ adds volume $A_i\,dh_i$, so $A_i=\partial V/\partial h_i$. Two consequences follow. Mixed second derivatives are equal, $\partial A_j/\partial h_i=\partial A_i/\partial h_j$; and since areas scale as length squared, $\sum_jh_j\,\partial A_i/\partial h_j=2A_i$. Inserting $\gamma_j=h_j/\lambda$,

$$\frac{\partial F}{\partial h_i}=\sum_j\frac{h_j}{\lambda}\frac{\partial A_j}{\partial h_i}
=\frac1\lambda\sum_jh_j\frac{\partial A_i}{\partial h_j}=\frac{2A_i}{\lambda}.$$

Every face, the interface included, costs $2/\lambda$ per added volume. With volume $\Omega$ per atom, the common chemical potential above that of the bulk crystal is $\Delta\mu=2\Omega/\lambda$.

The two shares can be weighed at $\beta=1$ J/m², using units with $\lambda=1$, where the sum must be 2:

- Top facet: 2.000 from exposed faces and 0.000 from the interface.
- A lower pyramidal facet, which meets the substrate: 0.298 from exposed faces and 1.702 from the interface.

Now raise $\beta$ to 1.5 J/m² while holding the shape fixed. The interface share is proportional to $g$, which drops from 1.6 to 1.1 J/m². The lower facet's sum becomes $0.298+1.702\times1.1/1.6=1.47$, while the top facet still has 2. Matter can lower the energy by moving from the top to the lower facets. Balance returns when the plane stands at 1.1 on the Wulff scale: the geometry of the contact has then changed by just what the lower facet needs, with its own ratio unaltered.

## Fixed volume: flattening against regrowth

Let $V_1$, $A_1$ and $H_1=\gamma_{\rm top}+\gamma_A-\beta$ be the volume, contact area and height of $W$. Raising $\beta$ by $d\beta$ removes a slab of volume $A_1d\beta$, so $dV_1/d\beta=-A_1$. From $\lambda=(V/V_1)^{1/3}$,

$$\frac1\lambda\frac{d\lambda}{d\beta}=-\frac1{3V_1}\frac{dV_1}{d\beta}=\frac{A_1}{3V_1}.$$

The height is $H=\lambda H_1$ and $dH_1/d\beta=-1$, hence

$$\frac{dH}{d\beta}=-\lambda+\lambda\frac{H_1A_1}{3V_1}.$$

The first term is the advance of the plane; the second is the regrowth of the whole crystal. The first wins: the island contains the cone with base $A_1$ and apex on the top facet, whose volume is $H_1A_1/3$, and is larger than it. At $\beta=1$ J/m² the terms are −1.14 and +0.32 nm per J/m², with sum −0.82.

The same argument covers $d_{\rm int}=\lambda g$, whose derivative is $-\lambda[1-gA_1/(3V_1)]$. For $g>0$ the cone now has its apex at the Wulff centre; for $g\le0$ the bracket is at least 1. The plane thus approaches the centre for $\beta<\gamma_A$, reaches it at $\beta=\gamma_A$ and then recedes on the other side.

The footprint cannot shrink. Let shapes 1 and 2 be optimal at $\beta_1<\beta_2$, with contact areas $A^{(1)},A^{(2)}$ and energies $E_1,E_2$ apart from the term $-\beta A_{\rm int}$. Optimality means

$$E_1-\beta_1A^{(1)}\le E_2-\beta_1A^{(2)},\qquad E_2-\beta_2A^{(2)}\le E_1-\beta_2A^{(1)}.$$

Adding these gives $(\beta_2-\beta_1)(A^{(2)}-A^{(1)})\ge0$.

## The ruthenium island

The rough clean-surface energies are 2.6 J/m² for basal and 2.9 J/m² for prism and pyramidal facets. The volume is the same in every row.

| $\beta$ (J/m²) | $\lambda$ (nm per J/m²) | $d_{\rm int}$ (nm) | $H$ (nm) | Footprint (nm²) |
|---|---|---|---|---|
| 0 | 1.083 | 2.82 | 5.63 | 14.4 |
| 1 | 1.138 | 1.82 | 4.78 | 26.5 |
| 2 | 1.252 | 0.75 | 4.01 | 45.7 |
| 3 | 1.469 | −0.59 | 3.23 | 62.9 |

Between the first and last rows, the plane's motion at fixed scale would reduce the height to $1.083\times(5.2-3)=2.38$ nm. Regrowth multiplies this by $1.469/1.083=1.356$ and gives 3.23 nm. The same factor accounts for the outward motion of the exposed facets. The ratio of the height to the width across opposite prism facets is free of $\lambda$: while the prism facets exist it is $(5.2-\beta)/5.8$, with $\beta$ in J/m², and it falls from 0.90 to 0.38.

As a test, the energy was also minimized with the distance of every facet present left free, from distorted starting shapes. The planes came out at 1.6000, 0.6000 and −0.4000 J/m² on the Wulff scale for $\beta=1,2,3$ J/m², as $\gamma_A-\beta$ requires.

## Loss of facets and wetting

A ratio has meaning while its facet exists. The pyramid normals are tilted by $\theta=61.26^\circ$ from the $c$ axis. On the Wulff scale an upper pyramid, $x\sin\theta+z\cos\theta=\gamma_{\rm pyr}$, meets the prism $x=\gamma_{\rm prism}$ at

$$z_j=\frac{\gamma_{\rm pyr}-\gamma_{\rm prism}\sin\theta}{\cos\theta}=0.743\ \text{J/m}^2,$$

and the lower pyramids meet it at $-z_j$. The substrate plane is at $z=-g=\beta-\gamma_A$. It removes the lower pyramids at $\beta=2.6-0.743=1.857$ J/m² and the prisms at $2.6+0.743=3.343$ J/m².

At $\beta=\gamma_A+\gamma_{\rm top}=5.2$ J/m² the plane reaches the top facet. Just below this, $W$ is a thin slab with $V_1\approx A_{\rm top}H_1$, where $A_{\rm top}$ is its top area. Then $H=\lambda H_1\approx(V/A_{\rm top})^{1/3}H_1^{2/3}$, which tends to zero: the island wets the substrate.

## Line tension: a correction that depends on the contact's shape

A contact line of length $P$ and energy $\tau$ per length adds $\tau P$. Consider a regular hexagonal contact of inradius $r$, whose sides turn by $\alpha=60^\circ$ at each corner. Moving one side outward by $\delta$ lengthens each neighbour by $\delta/\sin\alpha$ and shortens the side itself by $2\delta\cot\alpha$, so

$$dP=2\delta\,\frac{1-\cos\alpha}{\sin\alpha}=2\delta\tan\frac\alpha2 .$$

The side has length $2r\tan(\alpha/2)$, so $dA_{\rm int}=2r\tan(\alpha/2)\,\delta$ and $dP=dA_{\rm int}/r$. In the force balance, line tension thus acts as a reduced adhesion $\beta-\tau/r$, and the exposed ratios survive.

A rough scale for the size of $\tau$ is the basal energy times one layer height, 0.556 nJ/m; this estimate does not fix the sign, which is taken as positive here. At $\beta=1$ J/m² the inradius, after the shape has relaxed under line tension, is 2.60 nm (without line tension it is 2.77 nm), and the loss is $0.556/2.60=0.214$ J/m². Minimizing again with line tension, among shapes of hexagonal symmetry, moved the plane from 1.600 to 1.814 J/m² on the Wulff scale and left both pyramid distances at 1.0000 of their Wulff values.

A rectangular contact with unequal sides behaves differently. Take a brick with half-widths $x,y$, height $H$, side energies $\gamma_x,\gamma_y$ and combined top and interface energy $G$:

$$F=4H(\gamma_xy+\gamma_yx)+4Gxy+4\tau(x+y).$$

Change $x$ to $x(1+\epsilon)$ and $y$ to $y(1-\epsilon)$ at fixed $H$, which conserves volume to first order. Setting the change of $F$ to zero gives $H(\gamma_yx-\gamma_xy)+\tau(x-y)=0$, or

$$\frac xy=\frac{\gamma_xH+\tau}{\gamma_yH+\tau}.$$

For model values $\gamma_x=3$, $\gamma_y=2$ and $G=4$ J/m², with the same volume and $\tau$, the ratio falls from 1.500 to 1.473. Here an exposed ratio does change.

## Beside real islands

Metal islands a few nanometres across do occur in the nucleation stage of atomic layer deposition on oxides. Metal–oxide adhesion is often of order 1 J/m²; the value of 3 is strong, and 0 is a reference. As-deposited islands need not be in equilibrium, since precursor supply, limited diffusion and coalescence can set their shape. The model applies once an anneal has brought the island to equilibrium, which requires that atoms move between facets and that new layers can form on them; the error from incomplete equilibration is not bounded here.

Adsorbates may matter as much as line tension. A saturated quarter layer with a binding free energy of 0.5 eV per adsorbate relative to its reservoir, a rough assumption, lowers a surface energy by about 0.3 J/m². If this affected the basal top alone, the top-to-prism ratio would fall from 0.90 to $(2.6-0.315)/2.9=0.79$. At 700 K, $kT$ per surface atom amounts to 0.15 J/m², a scale for thermal changes of surface energy. With a rough biaxial modulus of 600 GPa, a uniform 1% misfit strain would store $600\ \text{GPa}\times0.01^2\times150\ \text{nm}^3\approx56$ eV, or 2% of the island's energy of 2468 eV at $\beta=1$ J/m². This energy is the same for every shape of equal volume; its elastic relaxation, which lowers it by an amount that depends on the shape, can shift the equilibrium, and so can the change of the facet energies with strain. Neither shift is estimated here. Height also comes in layers of 0.21 nm, which corresponds to $0.214/0.818\approx0.26$ J/m² in adhesion.

Under the stated conditions, and if the facet energies are known, a measured profile yields the adhesion through $\beta=\gamma_A-\gamma_i\,d_{\rm int}/d_i$. While lower pyramids exist, the centre can be located from the profile alone, since it lies on the midplane of every pair of parallel upper and lower pyramid facets. Once they have vanished, the energies are also needed to locate it: while prism facets exist, it lies $d_{\rm prism}\gamma_{\rm top}/\gamma_{\rm prism}$ below the top facet. For an island this small, the line tension estimated above would make a true 1 J/m² appear as 0.79 J/m², or as 1.19 J/m² if its sign were negative. These figures give a line energy to the contact alone. Edges between exposed facets carry line energies too, and these do change exposed ratios: with $+0.556$ nJ/m on every edge, the contact line included, the top-to-prism ratio among hexagonal shapes rises from 0.897 to 0.925, and the inferred adhesion lies between 0.82 and 0.88 J/m², depending on the facet $i$ used. The remaining values are in the numerical output.

## Computed results

```
Rough Ru lattice a, c: 0.271, 0.428 nm
Rough gamma basal, prism, pyramid: 2.6, 2.9, 2.9 J/m^2
Pyramid normal tilt from c axis: 61.26 deg
Island volume: 150 nm^3; atoms: 11021
Volume per atom: 0.01361 nm^3
beta = 0 J/m^2: scale 1.0834 nm/(J/m^2)
  d top, prism, pyramid: 2.817, 3.142, 3.142 nm
  d interface (signed): 2.817 nm; height 5.634 nm
  footprint 14.40 nm^2; height/width 0.897
  energy 2592.4 eV; excess chemical potential 0.1568 eV
beta = 1 J/m^2: scale 1.1381 nm/(J/m^2)
  d top, prism, pyramid: 2.959, 3.300, 3.300 nm
  d interface (signed): 1.821 nm; height 4.780 nm
  footprint 26.49 nm^2; height/width 0.724
  energy 2467.9 eV; excess chemical potential 0.1493 eV
beta = 2 J/m^2: scale 1.2519 nm/(J/m^2)
  d top, prism, pyramid: 3.255, 3.630, 3.630 nm
  d interface (signed): 0.751 nm; height 4.006 nm
  footprint 45.66 nm^2; height/width 0.552
  energy 2243.5 eV; excess chemical potential 0.1357 eV
beta = 3 J/m^2: scale 1.4690 nm/(J/m^2)
  d top, prism, pyramid: 3.819, 4.260, 4.260 nm
  d interface (signed): -0.588 nm; height 3.232 nm
  footprint 62.87 nm^2; height/width 0.379
  energy 1912.0 eV; excess chemical potential 0.1157 eV
d top/d prism at every beta: 0.8966
Free fit beta 1: exposed misfit 2.8e-06, plane 1.6000 J/m^2
Free fit beta 2: exposed misfit 3.2e-06, plane 0.6000 J/m^2
Free fit beta 3: exposed misfit 1.5e-06, plane -0.4000 J/m^2
Random shapes, lowest energy/bound (beta 2): 1.1247
Face balance at beta 1, unit scale (exposed + interface = sum):
  top: 2.000 + 0.000 = 2.000
  lower pyramid: 0.298 + 1.702 = 2.000
  interface: 2.722 + -0.722 = 2.000
dH/dbeta at beta 1, numeric: -0.8178 nm/(J/m^2)
dH/dbeta at beta 1, formula: -0.8178 nm/(J/m^2)
Lower pyramids vanish at beta: 1.857 J/m^2
Prisms vanish at beta: 3.343 J/m^2
Wetting at beta: 5.2 J/m^2
Neglected effects at beta 1:
  line tension scale gamma*layer: 0.556 nJ/m
  upper, lower pyramid distance/Wulff value: 1.0000, 1.0000
  contact inradius 2.597 nm; adhesion loss 0.214 J/m^2
  interface distance/scale: 1.814 J/m^2 (without: 1.600)
  strain energy bound, rough 600 GPa and 1%: 56.2 eV
  one atomic layer: 0.214 nm
  rms height fluctuation at 700 K: 0.020 nm
  kT per surface atom at 700 K: 0.152 J/m^2
  adsorbate, rough 0.25 layer at 0.5 eV: 0.315 J/m^2
Model brick, side gammas 3.0, 2.0; top+interface 4.0 J/m^2
  x/y without, with line tension: 1.5000, 1.4726
  height with line tension 4.797 nm; formula x/y 1.4726
```
